# In-plane mass reversal of quantum-well holes from the diagonal Luttinger Hamiltonian

## Definitions and conventions

The growth axis is $z=[001]$, and $x,y$ are the other cubic axes. Hole energy is counted positive into the valence band, so a positive curvature is a positive hole mass. The operators $J_x,J_y,J_z$ are the angular-momentum matrices for $J=3/2$ with $\hbar$ removed, and the basis states $|m\rangle$ satisfy $J_z|m\rangle=m|m\rangle$. The pair $m=\pm3/2$ is called HH and the pair $m=\pm1/2$ is called LH. These names label the spin projection, not the size of any mass. The symmetrized product is $\{A,B\}=(AB+BA)/2$.

With energies in units of $\hbar^2/2m_0$ times a squared wavevector, the Luttinger Hamiltonian is

$$
H=\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}.
$$

In these units the coefficient of $k_i^2$ in a diagonal element is the inverse mass $m_0/m_i$. I write $k_\parallel^2=k_x^2+k_y^2$ and assume $\gamma_1>2|\gamma_2|$, which makes the four diagonal masses positive, and $\gamma_2\neq0$, without which the two pairs have equal diagonal masses.

The statement to be shown is this: if the off-diagonal elements of $H$ in the $J_z$ basis are dropped, the pair with the larger mass along $z$ has the smaller mass in the plane. It concerns diagonal masses. The bulk bands do not obey it. In a well the neglected elements change the in-plane masses and can even reverse the sign of one of them; the change is derived below for hard walls.

## Diagonal elements and the reversal

The ladder operators $J_\pm=J_x\pm iJ_y$ change $m$ by one unit. From $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/2i$,

$$
J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2),\qquad \{J_x,J_y\}=\tfrac1{4i}(J_+^2-J_-^2).
$$

Both change $m$ by two and have no diagonal elements. The products $\{J_x,J_z\}$ and $\{J_y,J_z\}$ change $m$ by one and have none either, so $\gamma_3$ drops out of the diagonal. The first relation gives $\langle J_x^2\rangle=\langle J_y^2\rangle$, and $J_x^2+J_y^2+J_z^2=15/4$ then fixes

$$
\langle J_x^2\rangle=\langle J_y^2\rangle=\tfrac12\left(\tfrac{15}4-m^2\right)=
\begin{cases}3/4,& m=\pm3/2\\ 7/4,& m=\pm1/2.\end{cases}
$$

For HH, where $\langle J_z^2\rangle=9/4$, the coefficients are

$$
k_z^2:\ \gamma_1+\tfrac52\gamma_2-\tfrac92\gamma_2=\gamma_1-2\gamma_2,\qquad
k_\parallel^2:\ \gamma_1+\tfrac52\gamma_2-\tfrac32\gamma_2=\gamma_1+\gamma_2 .
$$

For LH, where $\langle J_z^2\rangle=1/4$, they are

$$
k_z^2:\ \gamma_1+\tfrac52\gamma_2-\tfrac12\gamma_2=\gamma_1+2\gamma_2,\qquad
k_\parallel^2:\ \gamma_1+\tfrac52\gamma_2-\tfrac72\gamma_2=\gamma_1-\gamma_2 .
$$

Subtracting the HH inverse masses from the LH ones gives

$$
\frac{m_0}{m_z^{LH}}-\frac{m_0}{m_z^{HH}}=4\gamma_2,\qquad
\frac{m_0}{m_\parallel^{LH}}-\frac{m_0}{m_\parallel^{HH}}=-2\gamma_2 .
$$

The differences have opposite signs for either sign of $\gamma_2$. Since all four inverse masses are positive, the pair that is heavier along $z$ is lighter in the plane, which is the statement. For $\gamma_2>0$ that pair is HH; for $\gamma_2<0$ it is LH.

## Why the order must reverse

The reversal follows from a sum rule that holds for any normalized spinor $\psi$. Let $\mathbf a,\mathbf b,\mathbf c$ be orthonormal axes, and add the expectation values of $H$ for unit wavevectors along the three. Completeness gives $a_ia_j+b_ib_j+c_ic_j=\delta_{ij}$, so the $\gamma_3$ terms cancel and

$$
\frac{m_0}{m_a}+\frac{m_0}{m_b}+\frac{m_0}{m_c}
=3\left(\gamma_1+\tfrac52\gamma_2\right)-2\gamma_2\cdot\tfrac{15}4=3\gamma_1 .
$$

Each state has the same total inverse mass to distribute. If less of it lies along the growth axis $\mathbf n$, more lies in the plane, where the mean inverse mass is $(3\gamma_1-m_0/m_n)/2$. This form of the statement, for the mean in-plane inverse mass, holds for any growth direction. Where the in-plane diagonal mass is anisotropic, as for growth along [110], the order need not reverse along each in-plane axis separately.

**Growth along [111].** Take $\mathbf n=(1,1,1)/\sqrt3$ and $J_n=\mathbf n\cdot\mathbf J$. Squaring $\sqrt3J_n=J_x+J_y+J_z$ gives

$$
3J_n^2=\tfrac{15}4+2\sum_{i<j}\{J_i,J_j\}.
$$

For $\mathbf k=k\mathbf n$ every product $k_ik_j$ equals $k^2/3$, so

$$
H=k^2\left[\gamma_1+\tfrac52\gamma_2-\tfrac{2\gamma_2}3\cdot\tfrac{15}4-\tfrac{4\gamma_3}3\cdot\tfrac12\left(3J_n^2-\tfrac{15}4\right)\right]
=k^2\left[\gamma_1-2\gamma_3\left(J_n^2-\tfrac54\right)\right].
$$

The inverse masses along growth are $\gamma_1-2\gamma_3$ for $J_n=\pm3/2$ and $\gamma_1+2\gamma_3$ for $J_n=\pm1/2$. The threefold axis makes the in-plane diagonal mass isotropic, and the sum rule then gives $\gamma_1+\gamma_3$ and $\gamma_1-\gamma_3$. These inverse masses are those of [001] with $\gamma_2$ replaced by $\gamma_3$. The order of the masses reverses as before if $\gamma_3\neq0$ and $\gamma_1>2|\gamma_3|$, which makes all four positive.

**Orbital picture.** Let a $p$ orbital have inverse mass $A=\gamma_1+4\gamma_2$ along its own axis and $B=\gamma_1-2\gamma_2$ across it. The HH states are half $X$ and half $Y$. The LH states are two-thirds $Z$, one-sixth $X$ and one-sixth $Y$. Weighting $A$ and $B$ accordingly gives

$$
\begin{aligned}
\text{HH: }& B=\gamma_1-2\gamma_2 \text{ along } z, & \tfrac12(A+B)&=\gamma_1+\gamma_2 \text{ along } x,\\
\text{LH: }& \tfrac23A+\tfrac13B=\gamma_1+2\gamma_2 \text{ along } z, & \tfrac16A+\tfrac56B&=\gamma_1-\gamma_2 \text{ along } x.
\end{aligned}
$$

For $\gamma_2>0$ an orbital is light along its own axis. HH contains no $Z$ orbital, so it is heavy along $z$ and draws its light in-plane mass from $X$ and $Y$.

## The neglected elements

The matrix elements needed are $\langle\tfrac32|J_x|\tfrac12\rangle=\sqrt3/2$, $\langle\tfrac32|J_y|\tfrac12\rangle=-i\sqrt3/2$ and $\langle\tfrac32|J_+^2|{-\tfrac12}\rangle=2\sqrt3$. Between $3/2$ and $1/2$ the symmetrized product with $J_z$ adds the factor $\tfrac12(\tfrac32+\tfrac12)=1$. With $k_-=k_x-ik_y$,

$$
S=\langle\tfrac32|H|\tfrac12\rangle=-4\gamma_3k_z\tfrac{\sqrt3}2(k_x-ik_y)=-2\sqrt3\,\gamma_3k_-k_z .
$$

Between $3/2$ and $-1/2$ the elements of $J_x^2$, $J_y^2$ and $\{J_x,J_y\}$ are $\sqrt3/2$, $-\sqrt3/2$ and $-i\sqrt3/2$, so

$$
R=\langle\tfrac32|H|{-\tfrac12}\rangle=-\sqrt3\left[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y\right].
$$

Between $1/2$ and $-1/2$ the factor from $J_z$ is $\tfrac12(\tfrac12-\tfrac12)=0$. Between $3/2$ and $-3/2$ a product of two $J$'s cannot bridge $\Delta m=3$. In the order $\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, with diagonal elements $D_H$ and $D_L$,

$$
H=\begin{pmatrix}D_H&S&R&0\\S^\dagger&D_L&0&R\\R^\dagger&0&D_L&-S\\0&R^\dagger&-S^\dagger&D_H\end{pmatrix}.
$$

**Bulk.** For $\mathbf k$ along $x$, $S=0$ and $R=-\sqrt3\gamma_2k^2$. The $2\times2$ block with diagonal $\gamma_1\pm\gamma_2$ has eigenvalues

$$
\gamma_1\pm\sqrt{\gamma_2^2+3\gamma_2^2}=\gamma_1\pm2\gamma_2 ,
$$

the same inverse masses as along $z$, as cubic symmetry requires. Here $|R|=\sqrt3|\gamma_2|k^2$ is comparable with the diagonal splitting $2|\gamma_2|k^2$ at every $k$ and cannot be dropped. The diagonal in-plane masses are therefore not bulk band masses; they need a splitting at $k_\parallel=0$ to acquire meaning.

## Hard-wall well

Confinement supplies that splitting. Let all four components vanish at $z=0$ and $z=L$, set $q=\pi/L$, and use $\varphi_n=\sqrt{2/L}\,\sin(nqz)$. The $\gamma$'s are constant inside the well, so replacing $k_z$ by $-i\,d/dz$ raises no ordering question. With $a=\gamma_1-2\gamma_2$ and $b=\gamma_1+2\gamma_2$, the diagonal subbands are

$$
E_{HHn}=an^2q^2+(\gamma_1+\gamma_2)k_\parallel^2,\qquad
E_{LHn}=bn^2q^2+(\gamma_1-\gamma_2)k_\parallel^2 .
$$

For $\gamma_2>0$, HH1 starts lower and rises faster. The difference

$$
E_{LH1}-E_{HH1}=2\gamma_2(2q^2-k_\parallel^2)
$$

vanishes at $k_\parallel=\sqrt2\,\pi/L$ for any values of the $\gamma$'s, at the energy $aq^2+2(\gamma_1+\gamma_2)q^2=3\gamma_1q^2$.

**Effect of $R$.** $R$ contains no $k_z$, so it connects equal $n$. Its second-order shift has magnitude $|R|^2/(|b-a|n^2q^2)$. Since $R\propto k_\parallel^2$, this is of order $k_\parallel^4$ and leaves the mass at $k_\parallel=0$ unchanged.

**Effect of $S$.** $S$ is linear in $k_\parallel$, so its second-order shift is of order $k_\parallel^2$ and does change the mass. The momentum elements follow from

$$
\int_0^\pi\sin nu\,\cos lu\,du=\frac1{n+l}+\frac1{n-l}=\frac{2n}{n^2-l^2}\qquad(n+l\text{ odd}),
$$

and the integral is zero for $n+l$ even. Hence

$$
\langle n|k_z|l\rangle=-i\,\frac2L\,l\,\frac{2n}{n^2-l^2}=-\frac{4i\,nl}{L(n^2-l^2)}\qquad(n+l\text{ odd}),
$$

$$
|\langle n|k_z|1\rangle|^2=\frac{16\,n^2q^2}{\pi^2(n^2-1)^2}\qquad(n\text{ even}).
$$

The state HH1 with $m=3/2$ couples through $S$ to the LH$n$ states with $m=1/2$ and even $n$. With $|S|^2=12\gamma_3^2k_\parallel^2|\langle n|k_z|1\rangle|^2$ and energy denominators $(bn^2-a)q^2$, the factor $q^2$ cancels:

$$
\left.\frac{m_0}{m_\parallel}\right|_{HH1}=\gamma_1+\gamma_2-\frac{192\gamma_3^2}{\pi^2}\sum_{n\ \mathrm{even}}\frac{n^2}{(n^2-1)^2(bn^2-a)} .
$$

The partner with $m=-3/2$ has the same shift, and $S$ taken twice does not connect the two partners, so nondegenerate perturbation theory applies to each. For LH1 the roles are exchanged:

$$
\left.\frac{m_0}{m_\parallel}\right|_{LH1}=\gamma_1-\gamma_2-\frac{192\gamma_3^2}{\pi^2}\sum_{n\ \mathrm{even}}\frac{n^2}{(n^2-1)^2(an^2-b)} .
$$

The corrections do not depend on $L$. Narrowing a hard-wall well increases the splittings as $1/L^2$, but it increases $|S|^2$ by the same factor. A splitting $\Delta>0$ from another source that raises LH relative to HH, such as biaxial strain treated as diagonal in $J_z$, enters the HH1 denominators as $(bn^2-a)q^2+\Delta$. For $\gamma_2>0$ every denominator then exceeds $\Delta$. Since $\sum_n|\langle n|k_z|1\rangle|^2=q^2$, the HH1 correction is smaller than $12\gamma_3^2q^2/\Delta$, and the diagonal mass is recovered as $\Delta$ grows. For $\gamma_2<0$ a denominator can pass through zero before that limit is reached.

Either formula fails when a denominator vanishes. For LH1 the $n=2$ denominator is $4a-b=3\gamma_1-10\gamma_2$. At $\gamma_2=0.3\gamma_1$ the levels LH1 and HH2 coincide, and for $\gamma_3\neq0$ $S$ splits them linearly in $k_\parallel$, so no mass exists at $k_\parallel=0$. The same happens to HH1 and LH2 at $\gamma_2=-0.3\gamma_1$, where $4b-a=0$.

## Worked example

The round model parameters are $\gamma_1=8$, $\gamma_2=2$, $\gamma_3=3$ and $L=10$ nm. They stand for no particular material. The diagonal masses are:

| Pair | $m_0/m_z$ | $m_z/m_0$ | $m_0/m_\parallel$ | $m_\parallel/m_0$ |
|---|---|---|---|---|
| HH | $8-4=4$ | 0.250 | $8+2=10$ | 0.100 |
| LH | $8+4=12$ | 0.083 | $8-2=6$ | 0.167 |

HH is three times heavier than LH along $z$ and lighter in the plane by the factor 0.6. The sum rule gives $4+2\cdot10=12+2\cdot6=24=3\gamma_1$.

The energy unit $\hbar^2\pi^2/(2m_0L^2)$ is 3.760 meV. The edges are $4\times3.760=15.04$ meV for HH1, $12\times3.760=45.12$ meV for LH1 and $16\times3.760=60.16$ meV for HH2.

**Masses with $S$ included.** The prefactor is $192\cdot9/\pi^2\approx175.1$. For HH1 the $n=2$ term is $175.1\times\frac49/(48-4)\approx1.77$. The full series gives $m_0/m_\parallel=8.146$, a mass of $0.123\,m_0$. This is 23% above the diagonal value, but still below both the HH mass along $z$ and the diagonal LH mass in the plane. That ordering depends on the parameters and can fail when $\gamma_2$ is small compared with $\gamma_3$: for $\gamma_1=4.285$, $\gamma_2=0.339$, $\gamma_3=1.446$, the values usually quoted for Si, the series gives $m_0/m_\parallel=3.46$ for HH1, below both $\gamma_1-2\gamma_2=3.61$ and $\gamma_1-\gamma_2=3.95$.

For LH1 the nearby HH2 level makes the $n=2$ term large: $175.1\times\frac49/(16-12)\approx19.5$, against a diagonal inverse mass of 6. The full series gives $m_0/m_\parallel=-13.75$, so LH1 starts downward with a mass of $-0.073\,m_0$. For this subband the diagonal approximation gives the wrong sign. Diagonalization of the full four-band well, with the curvature taken at small $k_\parallel$, agrees with both series to within 0.005 in $m_0/m_\parallel$.

**Energies at finite wavevector.** At $k_x=0.1$ nm$^{-1}$, $\hbar^2k_x^2/2m_0=38.10\times0.01=0.381$ meV. The results in meV are:

| Subband | Diagonal | Edge plus corrected $k_\parallel^2$ term | Full well |
|---|---|---|---|
| HH1 | 18.85 | $15.04+8.146\times0.381=18.14$ | 18.07 |
| LH1 | 47.41 | $45.12-13.75\times0.381=39.88$ | 42.05 |

The corrected mass serves HH1 well here. For LH1 the quadratic law already overshoots, because its range is set by the small LH1–HH2 gap. The coupling of these two levels is $2\sqrt3\gamma_3k_\parallel\cdot8q/(3\pi)\approx8.8\,k_\parallel q$ and their gap is $4q^2$. The quadratic law needs twice the coupling to be small compared with the gap, hence $k_\parallel\ll0.23\,q\approx0.07$ nm$^{-1}$.

**The diagonal crossing.** It lies at $\sqrt2\times0.3142=0.444$ nm$^{-1}$ and $24\times3.760=90.25$ meV. In the full well, with this wavevector along $x$, the two lowest subbands are at 43.59 and 70.10 meV. $R$ alone would give $90.25\pm26.05$ meV, since $|R|=2\sqrt3\cdot2q^2\approx6.93\,q^2$ there. The further lowering is due to $S$. These energies depend on the in-plane direction: along [110], $|R|=\sqrt3\,|\gamma_3|k_\parallel^2$ in place of $\sqrt3\,|\gamma_2|k_\parallel^2$. On the wavevector grid examined, along $x$ from zero to the diagonal crossing, the smallest separation of the two subbands is 13.37 meV, near 0.25 nm$^{-1}$.

## Use of the result

The diagonal masses give the correct confinement energies at $k_\parallel=0$ in this model, because $S$ and $R$ vanish there. For $\gamma_2>0$ and hard walls without strain, take the in-plane mass of HH1 from the corrected series. For LH1, or for wavevectors comparable with $\pi/L$, diagonalize the $4\times4$ problem in the sine basis with the momentum elements given above.

The numbers leave out finite barriers, strain and the split-off band. Finite barriers change the momentum elements and the level spacings, so the cancellation of $L$ is a property of the hard-wall model. The printed values are collected in the numerical output below.

## Calculated quantities

```
gamma1, gamma2, gamma3 (dimensionless): 8.0, 2.0, 3.0
well width L: 10.0 nm
hbar^2/(2 m0): 38.100 meV nm^2
pi/L: 0.3142 nm^-1
energy unit hbar^2 pi^2/(2 m0 L^2): 3.7603 meV
HH diagonal m0/mz, m0/m_inplane: 4.00, 10.00
LH diagonal m0/mz, m0/m_inplane: 12.00, 6.00
HH diagonal mass along z: 0.2500 m0
HH diagonal mass in plane: 0.1000 m0
LH diagonal mass along z: 0.0833 m0
LH diagonal mass in plane: 0.1667 m0
sum rule, HH: 24.00; LH: 24.00
Z-orbital weight, HH: 0.0000; LH: 0.6667
bulk m0/m along x with mixing: 4.00, 12.00
HH1 edge: 15.04 meV
LH1 edge: 45.12 meV
HH2 edge: 60.16 meV
diagonal crossing wavevector: 0.4443 nm^-1
diagonal crossing energy: 90.25 meV
HH1 m0/m_inplane with S, series: 8.146
HH1 m0/m_inplane, full well: 8.146
HH1 in-plane mass with S: 0.1228 m0
LH1 m0/m_inplane with S, series: -13.754
LH1 m0/m_inplane, full well: -13.753
LH1 in-plane mass with S: -0.0727 m0
sample wavevector along x: 0.10 nm^-1
diagonal HH1 at sample: 18.85 meV
diagonal LH1 at sample: 47.41 meV
full first subband at sample: 18.07 meV
full second subband at sample: 42.05 meV
full first subband at crossing k: 43.59 meV
full second subband at crossing k: 70.10 meV
smallest gap of these two up to crossing k: 13.37 meV
wavevector of smallest gap: 0.249 nm^-1
```
